# Active-space CCSDt and CCSDtq for the dissociation of hydrogen fluoride: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Active-space coupled cluster for the HF molecule, compared with full CI.

Result under test: CCSDt keeps all singles and doubles and the triples with
at least one active hole and one active particle. CCSDtq adds quadruples with
at least two active holes and two active particles. With one active pair
(sigma, sigma*) these methods recover most of the triples effect on the curve.

T: cluster operator; C = exp(T)|0>: intermediate-normalized wave function.
A determinant is a pair (alpha string, beta string), stored as a flat address.
Excitation rank is the number of holes. Energies are in hartree, distances
in bohr. All determinants used in T are totally symmetric in C2v.
"""
import itertools
from math import comb
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import csr_matrix
from pyscf import gto, scf, ao2mo, cc, lib, symm
from pyscf.fci import cistring, direct_spin1, direct_spin0_symm

lib.num_threads(1)
N_ORB, N_OCC = 10, 4
N_VIR = N_ORB - N_OCC
NELEC = (N_OCC, N_OCC)
# Order: 2sigma 3sigma pi_x pi_y | 4sigma 5sigma 6sigma 7sigma pi_x* pi_y*
ORB_IRREP = np.array([0, 0, 2, 3, 0, 0, 0, 0, 2, 3])
SIGMA, SIGMA_STAR = 1, 4

strings = [int(s) for s in cistring.make_strings(range(N_ORB), N_OCC)]
N_STR = len(strings)
N_DET = N_STR**2
REFERENCE = (1 << N_OCC) - 1
assert strings[0] == REFERENCE
address = {s: n for n, s in enumerate(strings)}
holes = [[i for i in range(N_OCC) if not (s >> i) & 1] for s in strings]
particles = [[a for a in range(N_OCC, N_ORB) if (s >> a) & 1]
             for s in strings]


def excite(string, from_list, to_list):
    """Move electrons one after another; return the new string and sign."""
    sign = 1
    for h, p in zip(from_list, to_list):
        low, high = min(h, p), max(h, p)
        between = string & ((1 << high) - (1 << (low + 1)))
        sign *= (-1)**bin(between).count("1")
        string ^= (1 << h) | (1 << p)
    return string, sign


def outer_sum(values):
    values = np.asarray(values)
    return (values[:, None] + values[None, :]).ravel()


string_irrep = np.array([
    np.bitwise_xor.reduce(ORB_IRREP[h + p]) if h else 0
    for h, p in zip(holes, particles)])
rank = outer_sum([len(h) for h in holes])
symmetric = (string_irrep[:, None] == string_irrep[None, :]).ravel()

# Products of excitation strings of one spin: X_I X_J = sign * X_K.
rows = []
for i in range(N_STR):
    phase = excite(REFERENCE, holes[i], particles[i])[1]
    for j in range(N_STR):
        if set(holes[i]) & set(holes[j]):
            continue
        if set(particles[i]) & set(particles[j]):
            continue
        product, sign = excite(strings[j], holes[i], particles[i])
        rows.append((address[product], i, j, phase * sign))
rows = np.array(rows)

# Combine both spins, keeping totally symmetric factors only.
parts = []
for irrep_i, irrep_j in itertools.product(range(4), repeat=2):
    block = rows[(string_irrep[rows[:, 1]] == irrep_i)
                 & (string_irrep[rows[:, 2]] == irrep_j)]
    if len(block) == 0:
        continue
    flat = [(block[:, q][:, None] * N_STR + block[:, q][None, :]).ravel()
            for q in range(3)]
    flat.append(np.outer(block[:, 3], block[:, 3]).ravel())
    parts.append(flat)
PROD, LEFT, RIGHT, SIGN = [np.concatenate([p[q] for p in parts])
                           for q in range(4)]
SIGN = SIGN.astype(float)
rank_prod, rank_left = rank[PROD], rank[LEFT]


class Manifold:
    """Retained excitations and the product lists needed for them."""

    def __init__(self, mask):
        self.mask = mask & symmetric & (rank > 0)
        self.index = np.flatnonzero(self.mask)
        self.top = int(rank[self.index].max())
        usable = self.mask[LEFT]
        self.up = []
        for n in range(1, min(2 * N_OCC, self.top + 2) + 1):
            s = np.flatnonzero(usable & (rank_prod == n))
            self.up.append((PROD[s], LEFT[s], RIGHT[s],
                            SIGN[s] * rank_left[s] / n))
        s = np.flatnonzero(self.mask[PROD] | (PROD == 0))
        self.projection = (PROD[s], LEFT[s], RIGHT[s], SIGN[s])


def exponential(t, segments):
    """exp(T)|0> from the rank recursion."""
    c = np.zeros(N_DET)
    c[0] = 1.0
    for k, i, j, factor in segments:
        c += np.bincount(k, factor * t[i] * c[j], minlength=N_DET)
    return c


def logarithm(c, segments):
    """Cluster amplitudes of a wave function with unit reference weight."""
    t = np.zeros(N_DET)
    for n, (k, i, j, factor) in enumerate(segments, 1):
        lower = np.bincount(k, factor * t[i] * c[j], minlength=N_DET)
        t[rank == n] = (c - lower)[rank == n]
    return t


def active_classes(hole, particle):
    """Numbers of active holes and active particles in each determinant."""
    n_hole = outer_sum([int(hole in h) for h in holes])
    n_particle = outer_sum([int(particle in p) for p in particles])
    return n_hole, n_particle


act_h, act_p = active_classes(SIGMA, SIGMA_STAR)
sd = rank <= 2
triples, quads = rank == 3, rank == 4
small_t = triples & (act_h >= 1) & (act_p >= 1)
small_q = quads & (act_h >= 2) & (act_p >= 2)
loose_q = quads & (act_h >= 1) & (act_p >= 1)
METHODS = {"CCSD": Manifold(sd), "CCSDt": Manifold(sd | small_t),
           "CCSDtq": Manifold(sd | small_t | small_q),
           "CCSDT": Manifold(sd | triples)}
EVERYTHING = Manifold(rank > 0)

# Pattern of the Hamiltonian rows that the truncated methods need.
# H = sum g[pq,rs] E_pq E_rs, with E_pq moving one electron from q to p.
links = []
for s in strings:
    occupied = [q for q in range(N_ORB) if (s >> q) & 1]
    empty = [p for p in range(N_ORB) if not (s >> p) & 1]
    entry = [(q * N_ORB + q, address[s], 1) for q in occupied]
    for q, p in itertools.product(occupied, empty):
        moved_string, sign = excite(s, [q], [p])
        entry.append((p * N_ORB + q, address[moved_string], sign))
    links.append(entry)
links = np.array(links)


def one_electron_moves(dets):
    """Orbital pairs, new determinants and signs for both spins."""
    alpha, beta = dets // N_STR, dets % N_STR
    a, b = links[alpha], links[beta]
    new = np.concatenate([a[..., 1] * N_STR + beta[..., None],
                          alpha[..., None] * N_STR + b[..., 1]], axis=-1)
    return (np.concatenate([a[..., 0], b[..., 0]], axis=-1), new,
            np.concatenate([a[..., 2], b[..., 2]], axis=-1))


H_ROWS = np.flatnonzero(symmetric & (sd | triples | small_q))
pair_1, middle, sign_1 = one_electron_moves(H_ROWS)
pair_2, final, sign_2 = one_electron_moves(middle)
row_number = np.broadcast_to(np.arange(len(H_ROWS))[:, None, None],
                             final.shape)
keep = symmetric[final]
H_PAIR = (np.broadcast_to(pair_1[..., None], final.shape)[keep],
          pair_2[keep])
H_SIGN = (sign_1[..., None] * sign_2)[keep].astype(float)
keys, H_PLACE = np.unique(row_number[keep] * N_DET + final[keep],
                          return_inverse=True)
H_COLUMN = keys % N_DET
H_START = np.searchsorted(keys // N_DET, np.arange(len(H_ROWS) + 1))
del pair_1, middle, sign_1, pair_2, final, sign_2, row_number, keep


def hamiltonian_rows(h_eff):
    g = ao2mo.restore(1, h_eff, N_ORB).reshape(N_ORB**2, N_ORB**2)
    data = np.bincount(H_PLACE.ravel(), H_SIGN * g[H_PAIR],
                       minlength=len(keys))
    return csr_matrix((data, H_COLUMN, H_START),
                      shape=(len(H_ROWS), N_DET))


def apply_hamiltonian(h_eff, vector):
    """Full H times vector, without assuming alpha-beta symmetry."""
    matrix = np.ascontiguousarray(vector.reshape(N_STR, N_STR))
    return np.asarray(direct_spin1.contract_2e(
        h_eff, matrix, N_ORB, NELEC)).ravel()


def krylov_solve(apply, b, relative, largest):
    """Minimize |b - A x| in a Krylov space (GMRES)."""
    size = np.linalg.norm(b)
    basis = [b / size]
    hess = np.zeros((largest + 1, largest))
    for m in range(largest):
        w = apply(basis[m])
        vectors = np.array(basis)
        for _ in range(2):
            overlap = vectors @ w
            hess[:m + 1, m] += overlap
            w = w - overlap @ vectors
        hess[m + 1, m] = np.linalg.norm(w)
        small = hess[:m + 2, :m + 1]
        rhs = np.zeros(m + 2)
        rhs[0] = size
        y = np.linalg.lstsq(small, rhs, rcond=None)[0]
        if (np.linalg.norm(small @ y - rhs) < relative * size
                or hess[m + 1, m] < 1e-12):
            break
        basis.append(w / hess[m + 1, m])
    return y @ np.array(basis[:m + 1])


def solve_cc(manifold, system, start, label):
    """Solve the connected equations; also return the unlinked residual."""
    idx = manifold.index
    gap = system["gap"][idx]
    k, i, j, sign = manifold.projection

    def evaluate(x):
        t = np.zeros(N_DET)
        t[idx] = x
        c = exponential(t, manifold.up)
        if manifold is EVERYTHING:
            hc = apply_hamiltonian(system["h_eff"], c)
        else:
            hc = np.zeros(N_DET)
            hc[H_ROWS] = system["h_rows"] @ c
        inverse = exponential(-t, manifold.up[:manifold.top])
        residual = np.bincount(k, sign * inverse[i] * hc[j],
                               minlength=N_DET)[idx]
        return residual / gap, c, hc

    x = start[idx].copy()
    scaled, c, hc = evaluate(x)
    for _ in range(40):
        if np.abs(scaled * gap).max() < 2e-7:
            t = np.zeros(N_DET)
            t[idx] = x
            unlinked = np.abs((hc - hc[0] * c)[idx]).max()
            return hc[0] + system["e_core"], t, unlinked

        def jacobian(v, x=x, scaled=scaled):
            return (evaluate(x + 1e-5 * v)[0] - scaled) / 1e-5

        step = krylov_solve(jacobian, -scaled, 0.03, 60)
        length = 1.0
        while True:
            trial = evaluate(x + length * step)
            if (np.linalg.norm(trial[0])
                    < (1 - 1e-4 * length) * np.linalg.norm(scaled)):
                break
            length /= 2
            assert length > 1e-3, f"no descent: {label}"
        x = x + length * step
        scaled, c, hc = trial
    raise AssertionError(f"no convergence: {label}")


def prepare(distance, density):
    """RHF, frozen-core integrals and full CI at one distance."""
    mol = gto.M(atom=[["F", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis="6-31g", symmetry="C2v", verbose=0)
    mf = scf.RHF(mol)
    mf.irrep_nelec = {"A1": 6, "B1": 2, "B2": 2}
    mf.conv_tol, mf.max_cycle = 1e-11, 200
    mf.kernel(density)
    assert mf.converged
    mo = np.array(mf.mo_coeff)
    irreps = np.array(symm.label_orb_symm(mol, mol.irrep_id,
                                          mol.symm_orb, mo))
    order = sorted(range(mo.shape[1]), key=lambda q: (
        mf.mo_occ[q] < 1, irreps[q], mf.mo_energy[q]))
    core, valence = order[0], order[1:]
    assert np.array_equal(irreps[valence], ORB_IRREP)
    core_density = 2 * np.outer(mo[:, core], mo[:, core])
    h_ao = mf.get_hcore()
    v_core = np.array(scf.hf.get_veff(mol, core_density))
    e_core = mol.energy_nuc() + np.sum(core_density * (h_ao + v_core / 2))
    orbitals = np.ascontiguousarray(mo[:, valence])
    h1 = orbitals.T @ (h_ao + v_core) @ orbitals
    eri = ao2mo.kernel(mol, orbitals)
    h_eff = direct_spin1.absorb_h1e(h1, eri, N_ORB, NELEC, 0.5)
    eps = mf.mo_energy[valence]
    string_gap = [sum(eps[p]) - sum(eps[h]) if h else 0.0
                  for h, p in zip(holes, particles)]

    # The sparse rows must agree with the separate full CI code.
    h_rows = hamiltonian_rows(h_eff)
    probe = np.random.default_rng(1).normal(size=N_DET) * symmetric
    probe /= np.linalg.norm(probe)
    row_error = np.abs(h_rows @ probe
                       - apply_hamiltonian(h_eff, probe)[H_ROWS]).max()
    assert row_error < 1e-9, f"Hamiltonian rows differ by {row_error:.1e}"

    solver = direct_spin0_symm.FCISolver(mol)
    solver.conv_tol, solver.max_cycle = 1e-12, 200
    e_fci, raw = solver.kernel(h1, eri, N_ORB, NELEC, ecore=e_core,
                               orbsym=ORB_IRREP, wfnsym=0)
    raw = np.array(raw).reshape(N_STR, N_STR)
    # An even-spin state is symmetric under exchange of alpha and beta.
    vector = ((raw + raw.T) / 2).ravel() * symmetric
    change = np.linalg.norm(vector - raw.ravel())
    assert change < 1e-4, f"full CI vector changed by {change:.1e}"
    vector /= np.linalg.norm(vector)
    fci_residual = np.linalg.norm(apply_hamiltonian(h_eff, vector)
                                  - (e_fci - e_core) * vector)
    assert fci_residual < 1e-4, f"full CI residual {fci_residual:.1e}"
    return {"mf": mf, "core": core, "e_core": e_core, "h_eff": h_eff,
            "h_rows": h_rows, "gap": outer_sum(string_gap), "fci": e_fci,
            "vector": vector, "density": np.array(mf.make_rdm1())}


# ---- Amplitude counts: explicit enumeration against binomial formulas ----
def at_least(n, n_active, k, m):
    return sum(comb(n_active, q) * comb(n - n_active, k - q)
               for q in range(m, min(n_active, k) + 1))


def enumerate_sets(n_o, n_u, k, m):
    """Count joint index sets; spin orbitals 0 and 1 are active."""
    return sum(1 for h in itertools.combinations(range(n_o), k)
               for p in itertools.combinations(range(n_u), k)
               if sum(q < 2 for q in h) >= m and sum(q < 2 for q in p) >= m)


n_o, n_u = 2 * N_OCC, 2 * N_VIR
counts = {}
for label, k, m in [("all triples", 3, 0), ("active triples", 3, 1),
                    ("all quadruples", 4, 0), ("active quadruples", 4, 2)]:
    counts[label] = enumerate_sets(n_o, n_u, k, m)
    assert counts[label] == at_least(n_o, 2, k, m) * at_least(n_u, 2, k, m)


def spin_pairs(n, k, total):
    return comb(n, k) * comb(n, total - k)


spin_t = sum((spin_pairs(N_OCC, k, 3) - spin_pairs(N_OCC - 1, k, 3))
             * (spin_pairs(N_VIR, k, 3) - spin_pairs(N_VIR - 1, k, 3))
             for k in range(4))
spin_q = sum(spin_pairs(N_OCC - 1, k, 2) * spin_pairs(N_VIR - 1, k, 2)
             for k in range(3))
assert small_t.sum() == spin_t and small_q.sum() == spin_q

large_o, large_u = 60, 120
share_large = 1.0
for n in (large_o, large_u):
    hits = sum(1 for q in itertools.combinations(range(n), 3) if q[0] < 2)
    share_large *= hits / comb(n, 3)
share_limit = 9 * 2 * 2 / (large_o * large_u)
assert abs(share_large / share_limit - 1) < 0.05  # finite-size corrections


# ---- Closure under removal of part of an excitation ----
def missing_factors(mask):
    return int(np.sum(mask[PROD] & (rank_left > 0) & ~mask[LEFT]))


missing_standard = missing_factors(METHODS["CCSDtq"].mask)
missing_loose = missing_factors((sd | small_t | loose_q) & symmetric)
assert missing_factors(METHODS["CCSDt"].mask) == 0
assert missing_standard == 0 and missing_loose > 0

print("HF, 6-31G, F 1s frozen: 8 electrons, 10 orbitals")
print(f"Spin orbitals: {n_o} occupied, {n_u} empty; 2 + 2 active")
for label, value in counts.items():
    print(f"Spin-orbital count, {label}: {value}")
for label, mask in [("all triples", triples), ("active triples", small_t),
                    ("all quadruples", quads),
                    ("active quadruples", small_q)]:
    print(f"Spin-conserving {label}: {mask.sum()}; "
          f"C2v-symmetric: {(mask & symmetric).sum()}")
print("Spin-conserving singles, doubles:",
      int((rank == 1).sum()), int((rank == 2).sum()))
for name, manifold in METHODS.items():
    print(f"C2v-symmetric amplitudes in {name}: {len(manifold.index)}")
print(f"Active triple share, {large_o} occ. and {large_u} empty spin orb.: "
      f"{100*share_large:.3f} %, leading law {100*share_limit:.3f} %")
print(f"Missing factors: standard q {missing_standard}, "
      f"loose q {missing_loose}")

# ---- Dissociation curve ----
distances = [1.50, 1.75, 2.25, 3.00, 4.00, 6.00]
energies = {name: [] for name in ["FCI", "RHF", *METHODS]}
density = None
largest_unlinked = 0.0
analysis = {}
print("R/bohr  E(FCI)/hartree; then errors in millihartree:")
print("  RHF, CCSD, CCSDt, CCSDtq, CCSDT")
for distance in distances:
    system = prepare(distance, density)
    density = system["density"]
    energies["FCI"].append(system["fci"])
    energies["RHF"].append(system["mf"].e_tot)
    vector = system["vector"]
    assert abs(vector[0]) > 0.1
    exact_t = logarithm(vector / vector[0], EVERYTHING.up)
    amplitudes = {}
    for name, manifold in METHODS.items():
        energy, amplitudes[name], unlinked = solve_cc(
            manifold, system, exact_t, f"{name} at {distance} bohr")
        energies[name].append(energy)
        largest_unlinked = max(largest_unlinked, unlinked)
    print(f"{distance:.2f}  {system['fci']:.6f}  " + "  ".join(
        f"{1000*(energies[name][-1] - system['fci']):.3f}"
        for name in ["RHF", *METHODS]), flush=True)

    if distance == 2.25:
        check = cc.CCSD(system["mf"], frozen=[system["core"]])
        check.conv_tol, check.conv_tol_normt = 1e-9, 1e-7
        check.max_cycle = 100
        check.kernel()
        assert check.converged
        ccsd_difference = abs(check.e_tot - energies["CCSD"][-1])
        assert ccsd_difference < 2e-6

    if distance in (1.75, 6.00):
        moved = address[REFERENCE ^ (1 << SIGMA) ^ (1 << SIGMA_STAR)]
        analysis[distance] = {
            "reference": vector[0]**2,
            "single": vector[moved]**2 + vector[moved * N_STR]**2,
            "double": vector[moved * N_STR + moved]**2,
            "t3_norm": np.linalg.norm(exact_t[triples]),
            "share": np.sum(exact_t[small_t]**2)
            / np.sum(exact_t[triples]**2)}

    if distance == 1.75:
        # Started from CCSDT, so that full CI is not put in beforehand.
        full_energy, full_t, _ = solve_cc(
            EVERYTHING, system, amplitudes["CCSDT"], "all excitations")
        full_difference = abs(full_energy - system["fci"])
        assert full_difference < 2e-6
        # The iterative full CI vector limits this comparison.
        assert np.abs(full_t - exact_t).max() < 1e-4

    if distance == 4.00:
        wrong_h, wrong_p = active_classes(0, 7)
        wrong_t = triples & (wrong_h >= 1) & (wrong_p >= 1)
        assert wrong_t.sum() == small_t.sum()
        wrong_energy = solve_cc(Manifold(sd | wrong_t), system,
                                exact_t, "wrong active pair")[0]
        wrong_error = 1000 * (wrong_energy - system["fci"])

assert largest_unlinked < 1e-5
errors = {name: 1000 * (np.array(energies[name]) - energies["FCI"])
          for name in ["RHF", *METHODS]}
spread = {name: np.ptp(value) for name, value in errors.items()}

print("Nonparallelity error, millihartree:")
for name, value in spread.items():
    print(f"  {name}: {value:.3f}")
ev = physical_constants["Hartree energy in eV"][0]
print("Energy rise from 1.75 to 6.00 bohr:")
for name in ["FCI", *METHODS]:
    rise = energies[name][-1] - energies[name][1]
    print(f"  {name}: {rise:.6f} hartree = {rise*ev:.4f} eV")
for distance, data in analysis.items():
    print(f"FCI weights at {distance:.2f} bohr: "
          f"reference {data['reference']:.4f}, "
          f"sigma->sigma* single {data['single']:.4f}, "
          f"double {data['double']:.4f}")
    print(f"  exact T3 norm {data['t3_norm']:.5f}, "
          f"active share {100*data['share']:.2f} %")
print(f"Wrong pair (2sigma,7sigma), 4.00 bohr: "
      f"CCSDt error {wrong_error:.3f} millihartree")
print(f"CCSD difference from separate code: {ccsd_difference:.1e} hartree")
print(f"All-excitation CC minus FCI, size: {full_difference:.1e} hartree")
print(f"Largest unlinked residual: {largest_unlinked:.1e} hartree")

# ---- Claims about the active pair ----
assert spread["CCSDt"] < 0.5 * spread["CCSD"]
for n, distance in enumerate(distances):
    if distance >= 3:
        assert abs(errors["CCSDt"][n]) < 0.5 * abs(errors["CCSD"][n])
        assert abs(errors["CCSDtq"][n]) < 0.5 * abs(errors["CCSD"][n])
assert abs(wrong_error) > 2 * abs(errors["CCSDt"][4])
assert analysis[6.00]["share"] > analysis[1.75]["share"]
assert analysis[6.00]["share"] > small_t.sum() / triples.sum()
print("finished without a failed check")
```

Output:

```
HF, 6-31G, F 1s frozen: 8 electrons, 10 orbitals
Spin orbitals: 8 occupied, 12 empty; 2 + 2 active
Spin-orbital count, all triples: 12320
Spin-orbital count, active triples: 3600
Spin-orbital count, all quadruples: 34650
Spin-orbital count, active quadruples: 675
Spin-conserving all triples: 4480; C2v-symmetric: 1120
Spin-conserving active triples: 1260; C2v-symmetric: 328
Spin-conserving all quadruples: 11970; C2v-symmetric: 2998
Spin-conserving active quadruples: 285; C2v-symmetric: 75
Spin-conserving singles, doubles: 48 756
C2v-symmetric amplitudes in CCSD: 242
C2v-symmetric amplitudes in CCSDt: 570
C2v-symmetric amplitudes in CCSDtq: 645
C2v-symmetric amplitudes in CCSDT: 1362
Active triple share, 60 occ. and 120 empty spin orb.: 0.487 %, leading law 0.500 %
Missing factors: standard q 0, loose q 2284
R/bohr  E(FCI)/hartree; then errors in millihartree:
  RHF, CCSD, CCSDt, CCSDtq, CCSDT
1.50  -100.083146  124.409  0.822  0.690  0.694  0.284
1.75  -100.115305  131.909  1.051  0.799  0.805  0.355
2.25  -100.084874  147.466  1.815  0.995  0.973  0.504
3.00  -100.010788  177.820  3.961  1.282  1.078  0.786
4.00  -99.959813  235.413  8.484  1.672  1.166  1.084
6.00  -99.945243  332.594  12.234  1.353  1.228  0.543
Nonparallelity error, millihartree:
  RHF: 208.185
  CCSD: 11.412
  CCSDt: 0.982
  CCSDtq: 0.533
  CCSDT: 0.800
Energy rise from 1.75 to 6.00 bohr:
  FCI: 0.170061 hartree = 4.6276 eV
  CCSD: 0.181244 hartree = 4.9319 eV
  CCSDt: 0.170616 hartree = 4.6427 eV
  CCSDtq: 0.170484 hartree = 4.6391 eV
  CCSDT: 0.170250 hartree = 4.6327 eV
FCI weights at 1.75 bohr: reference 0.9661, sigma->sigma* single 0.0002, double 0.0019
  exact T3 norm 0.01164, active share 44.66 %
FCI weights at 6.00 bohr: reference 0.4629, sigma->sigma* single 0.1127, double 0.3923
  exact T3 norm 0.06543, active share 98.03 %
Wrong pair (2sigma,7sigma), 4.00 bohr: CCSDt error 6.680 millihartree
CCSD difference from separate code: 1.5e-09 hartree
All-excitation CC minus FCI, size: 2.3e-10 hartree
Largest unlinked residual: 9.7e-08 hartree
finished without a failed check
```
